# Virtual triplet of a proton coupled unequally to two trans phosphorus nuclei

**Q.** A metal complex carries two trans phosphine ligands. A proton on one of them should couple to its own phosphorus with a constant $J_1$ and to the distant one with a different constant $J_2$. Two unequal couplings give a doublet of doublets, so four lines. How could such a proton show a triplet?

**A.** The four-line rule assumes that each phosphorus nucleus has its own definite spin projection while the proton is observed. When the two nuclei have the same shift and are coupled to each other, that assumption has to be examined.

**Q.** Before that, I doubt the premise. If the phosphorus nuclei are equivalent by symmetry, how can one proton distinguish them?

**A.** One proton alone cannot. Some symmetry operation exchanges the two nuclei. If it left the proton in place, it would turn $J_1$ into $J_2$ and force them to be equal. With $J_1\neq J_2$ the operation must move the proton to a partner position, where the couplings are interchanged. A symmetric complex therefore contains partner protons.

I first treat a single proton without a partner. This describes two phosphorus nuclei whose shifts happen to coincide, and its algebra carries over when the partners are restored.

**Q.** Then write the Hamiltonian, and say what you leave out.

**A.** Let $\mathbf P_1,\mathbf P_2$ be the phosphorus spins and $\mathbf S$ the proton spin, all spin one half and dimensionless. Energies are divided by Planck's constant, so everything is in Hz. The sample is an isotropic liquid without chemical exchange. The Larmor terms, written as $+\nu I_z$, commute with what remains and only set the origin of the proton frequency scale:

$$H=J\,\mathbf P_1\cdot\mathbf P_2+S_z\,(J_1P_{1z}+J_2P_{2z}).$$

The phosphorus–phosphorus coupling $J$ is kept in full because the two nuclei have equal frequencies. For the proton–phosphorus couplings I keep the $z$ parts, since the transverse parts connect states separated by a large Larmor frequency difference. Define

$$N=J_1+J_2,\qquad L=J_1-J_2 .$$

**Q.** That is an eight-dimensional problem. Where does it simplify?

**A.** $S_z$ commutes with $H$, so the proton projection $m=\pm\tfrac12$ is a fixed number in each energy level. The total phosphorus projection is conserved too. For each $m$ the phosphorus states split into $\alpha\alpha$, $\beta\beta$ and the pair $\{\alpha\beta,\beta\alpha\}$.

In $\alpha\alpha$ both projections are $+\tfrac12$, and $\mathbf P_1\cdot\mathbf P_2$ has the value $\tfrac14$. In $\beta\beta$ both are $-\tfrac12$. Hence

$$E_{\alpha\alpha}=\frac J4+\frac{mN}{2},\qquad E_{\beta\beta}=\frac J4-\frac{mN}{2}.$$

A proton line has the frequency $E(m=\tfrac12)-E(m=-\tfrac12)$. The term $J/4$ cancels, leaving lines at $+N/2$ and $-N/2$. The four phosphorus states are equally populated to leading order at ordinary temperature, so each line carries one quarter of the intensity.

**Q.** Those are the outer lines of the doublet of doublets as well. Nothing new has happened.

**A.** Correct, and these positions do not depend on $J$ at all. The difference lies in the other half of the intensity. Use

$$\mathbf P_1\cdot\mathbf P_2=P_{1z}P_{2z}+\tfrac12\,(P_{1+}P_{2-}+P_{1-}P_{2+}).$$

In $\alpha\beta$ and $\beta\alpha$ the first term gives $-\tfrac14$, and the second connects the two states with the element $\tfrac12$. The proton contributes $m(J_1-J_2)/2$ in $\alpha\beta$ and the opposite in $\beta\alpha$. With $D=mL$,

$$H_{\rm mid}=\begin{pmatrix}-J/4+D/2 & J/2\\ J/2 & -J/4-D/2\end{pmatrix}.$$

Apart from $-J/4$, this matrix is traceless and its square is $(J^2+D^2)/4$ times the unit matrix. Its eigenvalues are therefore

$$E_\pm=-\frac J4\pm\frac12\sqrt{J^2+D^2}.$$

For $m=\pm\tfrac12$ we have $D=\pm L/2$, and $D^2$ is the same for both. Put $R=\sqrt{J^2+L^2/4}$. A proton flip that stays on the same branch has frequency zero. A flip that changes branch has frequency $+R$ or $-R$.

**Q.** So there can be a centre line, but also two further lines. What decides between them?

**A.** The overlap of the phosphorus states before and after the flip, because the observed operator acts on the proton alone. Take $J>0$ and write $J=R\cos\theta$, $D=R\sin\theta$. The traceless part is

$$\frac R2\begin{pmatrix}\sin\theta&\cos\theta\\ \cos\theta&-\sin\theta\end{pmatrix},$$

with eigenvectors

$$u_+=(\cos\chi,\sin\chi),\quad u_-=(-\sin\chi,\cos\chi),\quad \chi=\frac\pi4-\frac\theta2 .$$

This follows because $\cos2\chi=\sin\theta$ and $\sin2\chi=\cos\theta$. The flip changes $D$ from $L/2$ to $-L/2$, so $\theta$ goes from $\varphi$ to $-\varphi$, where

$$\tan\varphi=\frac{L}{2J}.$$

The two values of $\chi$ differ by $\varphi$ in magnitude. The overlap squared is thus $\cos^2\varphi$ on the same branch and $\sin^2\varphi$ between branches. For negative $J$, reversing the sign of the basis state $\beta\alpha$ restores a positive off-diagonal element without affecting the proton operator, so only $|J|$ matters.

Each of the four transitions carries the factor $\tfrac14$. Two of them coincide at the centre:

$$I_0=\frac12\cos^2\varphi=\frac12\,\frac{J^2}{J^2+L^2/4},$$

$$I_{+R}=I_{-R}=\frac14\sin^2\varphi=\frac14\,\frac{L^2/4}{J^2+L^2/4}.$$

**Q.** Does this return my four lines when the phosphorus nuclei are not coupled?

**A.** Yes. At $J=0$ the centre has no intensity and $R=|L|/2$. The lines lie at $\pm(J_1+J_2)/2$ and $\pm(J_1-J_2)/2$, one quarter each, which is the doublet of doublets.

In the opposite limit, $|J|\gg|L|/2$, the satellites lose their intensity and the centre tends to one half. What remains is

$$-\frac N2,\quad 0,\quad+\frac N2\qquad\text{with weights }1:2:1,$$

a triplet whose adjacent lines are separated by

$$\Delta=\frac{|J_1+J_2|}{2}.$$

Strong coupling is needed for the intensities, not for this spacing.

**Q.** What has physically happened to the difference $L$?

**A.** For large $|J|$ the middle states are close to $T_0=(\alpha\beta+\beta\alpha)/\sqrt2$ and $S_0=(\alpha\beta-\beta\alpha)/\sqrt2$. In either one, each nucleus is up and down with equal probability, so the mean of $J_1P_{1z}+J_2P_{2z}$ is zero. The proton sees no first-order splitting. The difference $L$ can only mix $T_0$ with $S_0$, and their separation $|J|$ resists this.

The difference still leaves a trace in the second moment of the spectrum. The outer lines contribute $2\cdot\tfrac14\cdot N^2/4=N^2/8$. The satellites contribute $\tfrac12\sin^2\varphi\,R^2=L^2/8$, because $R^2\sin^2\varphi=L^2/4$. The sum, $(N^2+L^2)/8=(J_1^2+J_2^2)/4$, is independent of $J$. As $|J|$ grows, the satellites become weaker but move farther out.

**Q.** Give me numbers for one proton.

**A.** Take the round values $J_1=8$ Hz, $J_2=-1$ Hz and $J=400$ Hz. Then $N=7$ Hz, $L=9$ Hz, and

$$\Delta=\frac{|8-1|}{2}\ \text{Hz}=3.5\ \text{Hz},$$

or 0.00875 ppm at a proton frequency of 400 MHz. The satellites lie near $\pm400$ Hz and together carry

$$\tfrac12\sin^2\varphi\approx\frac{L^2}{8J^2}=\frac{81}{8\times160000}\approx6.3\times10^{-5}$$

of the total intensity.

The crossover occurs at $|J|=|L|/2=4.5$ Hz. There the centre has weight 0.25, and satellites at $\pm6.36$ Hz share another 0.25. Diagonalizing the full three-spin matrix at $J=0$, 4.5, 30, 400 and $-400$ Hz gives the weights of the formulas to within $10^{-10}$.

**Q.** Could I read $J_1$ and $J_2$ from the triplet?

**A.** No, the spacing gives the magnitude of their signed sum. Reversing the sign of $J_2$, with the rest fixed, changes the spacing from 3.5 to 4.5 Hz. If $J_1=-J_2$, the triplet collapses to a single line even though neither coupling is zero.

Nor does a triplet prove equal couplings. I compared the single-proton spectrum above with that of a proton having $J_1=J_2=3.5$ Hz and $J=0$. With lines 1 Hz wide at half height, and within 10 Hz of the centre, the largest difference between the two is about $1.2\times10^{-4}$ of the peak height.

**Q.** You still owe me the partner protons. Do they spoil the result?

**A.** They leave the outer lines alone and broaden the centre. Let each phosphorus carry $n$ equivalent protons. Let $M$ be the total proton projection on the first ligand and $M'$ that on the second. I neglect coupling between the two proton sets. The proton–phosphorus part becomes

$$M(J_1P_{1z}+J_2P_{2z})+M'(J_2P_{1z}+J_1P_{2z}).$$

In $\alpha\alpha$ this equals $(M+M')N/2$. Flipping one proton changes $M$ by one and gives $N/2$; in $\beta\beta$ it gives $-N/2$. In the middle block, $D$ is the coefficient of $P_{1z}$ minus that of $P_{2z}$:

$$D=(MJ_1+M'J_2)-(MJ_2+M'J_1)=(M-M')L.$$

**Q.** Then the flip no longer merely reverses $D$, and your cancellation fails.

**A.** It fails in part. Observe one proton on the first ligand, let $M_r$ be the projection of the others there, and set $q=M_r-M'$. Before and after the flip,

$$D_\pm=(q\pm\tfrac12)L .$$

The centre lines, which stay on one branch, now lie at

$$f=\pm\frac12\left(\sqrt{J^2+D_+^2}-\sqrt{J^2+D_-^2}\right).$$

When $|D_\pm|\ll|J|$, expand each root as $|J|+D^2/(2|J|)$:

$$f\approx\pm\frac{D_+^2-D_-^2}{4|J|}=\pm\frac{qL^2}{2|J|},$$

since $(q+\tfrac12)^2-(q-\tfrac12)^2=2q$. Now $q$ is a sum of $2n-1$ independent terms $\pm\tfrac12$, each with variance $\tfrac14$, so its variance is $(2n-1)/4$. The root-mean-square offset of the centre lines is

$$f_{\rm rms}\approx\frac{L^2\sqrt{2n-1}}{4|J|}.$$

The centre is a cluster. A triplet close to 1:2:1 is seen when $f_{\rm rms}$ is well below the linewidth, and when the linewidth in turn is small enough to resolve $|N|/2$.

**Q.** Protons on the same ligand may also couple to each other. Why is that absent?

**A.** Because they are equivalent, the phosphorus spins couple to the total $z$ projection of the set. A scalar coupling inside the set commutes with every component of its total spin. It therefore commutes with the rest of $H$ and with the observed transverse magnetization, and drops out of the signal.

This was tested by diagonalizing six spins: two phosphorus nuclei and two protons on each, with $-12$ Hz inside each proton set, the same $J_1$ and $J_2$, and $J=12$, 30 and 400 Hz. With lines 0.3 Hz wide, and within 45 Hz of the centre, the spectra agreed with the formulas to within $10^{-9}$ of the height of a single line carrying all the intensity.

**Q.** What happens with realistic proton numbers?

**A.** A trimethylphosphine ligand has nine protons. For $n=9$ and $J=400$ Hz,

$$f_{\rm rms}\approx\frac{81\sqrt{17}}{1600}\ \text{Hz}\approx0.21\ \text{Hz},$$

and the sum over all proton states, without expanding the roots, also gives 0.21 Hz. With a linewidth of 1 Hz, the height ratio of centre to outer line is 1.72.

An ideal 1:2:1 triplet of this spacing and width gives 1.95 rather than 2, because Lorentzian tails overlap. A neighbour 3.5 Hz away contributes $1/(1+7^2)=1/50$ of its own height, and this raises the weaker outer lines by the larger fraction. The further drop to 1.72 comes mainly from the spread of the centre, whose total weight is still 0.4999. The value 1.72 assumes no coupling between the two proton sets. Such a coupling leaves the outer lines in place but raises the centre: 0.1 Hz gives a ratio of 1.77 and 0.5 Hz gives 1.88.

**Q.** And if the phosphorus–phosphorus coupling is weaker?

**A.** Change $J$ to 30 Hz and hold everything else fixed. An isolated proton would still give a good triplet, with centre weight 0.489. With nine protons on each phosphorus, the centre lines keep a total weight of 0.493 but spread to an rms offset of 2.05 Hz. The height ratio falls to 0.30. With 1 Hz lines the spectrum has two sharp outer lines and, between them, four low overlapping maxima with a dip at the centre. The count depends on the linewidth (six at 0.5 Hz, two at 1.5 Hz), and part of the cluster, weight 0.07 more than 3 Hz from the centre, lies under or beyond the outer lines.

The expanded formula would give $0.209\times400/30\approx2.8$ Hz here, which is too large. The reason is that $M-M'$ has standard deviation $\sqrt{2n}/2\approx2.1$, so $D$ is typically about 19 Hz, no longer small beside 30 Hz. The condition $|J|\gg|L|/2$ is thus sufficient for an isolated proton but not for a symmetric complex with many protons.

**Q.** How close is this to a real complex, and what might break it?

**A.** Couplings of several hundred hertz between trans phosphorus nuclei, and of a few hertz between a methyl proton and its own phosphorus, are roughly typical of trans bis(trimethylphosphine) complexes. The example lies in that regime but does not represent a particular compound. A cis arrangement often has a much smaller phosphorus–phosphorus coupling, but its other couplings can differ too, so the 30 Hz comparison isolates one parameter and is not a model of a cis complex. A triplet is evidence for strong phosphorus–phosphorus coupling only if the proton's two phosphorus couplings are known to differ clearly in magnitude. Even then it supports a trans assignment only where the cis coupling is known to be too small to produce a triplet.

The model also omits any coupling to a magnetic metal nucleus such as $^{103}$Rh or $^{195}$Pt, which adds further splittings or satellites. Real complexes can lack the symmetry that makes the phosphorus shifts equal. Let the shifts differ by $\delta$ in Hz. For an isolated proton, $D_\pm=\delta\pm L/2$, and the same expansion gives

$$f\approx\pm\frac{D_+^2-D_-^2}{4|J|}=\pm\frac{\delta L}{2|J|}.$$

The centre splits by $|\delta L/J|$ when $|\delta|$ and $|L|/2$ are small beside $|J|$. A difference of 0.05 ppm at a phosphorus frequency of 162 MHz is 8.1 Hz, which gives $8.1\times9/400\approx0.18$ Hz. The outer lines do not move, because $\delta$ cancels in $\alpha\alpha$ and $\beta\beta$.

**Q.** You also dropped the transverse proton–phosphorus coupling and assumed equal populations.

**A.** Both are negligible here. The transverse terms exchange a proton flip for a phosphorus flip across the Larmor difference $\Delta\nu=400-162=238$ MHz. For the proton line associated with $S_0$, the squared matrix element to $\alpha\alpha$ or $\beta\beta$ is $L^2/8$. One end of the transition is pushed up and the other down by $L^2/(8\Delta\nu)$, so the line moves by $L^2/(4\Delta\nu)$. For $T_0$, replace $L$ by $N$. For the outer lines only one end moves, by $(J_1^2+J_2^2)/(4\Delta\nu)$, which is the average of the other two results. The largest shift is about $81/(4\times2.38\times10^8)\approx9\times10^{-8}$ Hz.

The populations of $\alpha\alpha$ and $\beta\beta$ at 298 K differ by about $5\times10^{-5}$ of either one, so the two outer lines are equally intense for practical purposes. In the 400 Hz example the partner protons lower the centre line noticeably. The phosphorus shift difference of 0.05 ppm splits it by much less than the 1 Hz linewidth and has little effect, but the splitting grows in proportion to $\delta$, so a larger difference can matter. The values are collected in the numerical output below.

## Values computed for the example and the checks

```
J1, J2 = 8.0, -1.0 Hz
J(PP), trans case = 400.0 Hz; comparison = 30.0 Hz
sum N = 7.00 Hz; difference L = 9.00 Hz
protons per phosphorus = 9; linewidth FWHM = 1.00 Hz
proton, phosphorus frequency = 400.0, 162.0 MHz
J(PP)=    0.0 Hz: centre weight 0.000000, satellites +-4.5000 Hz, total weight 5.000e-01
J(PP)=    4.5 Hz: centre weight 0.250000, satellites +-6.3640 Hz, total weight 2.500e-01
J(PP)=   30.0 Hz: centre weight 0.488998, satellites +-30.3356 Hz, total weight 1.100e-02
J(PP)=  400.0 Hz: centre weight 0.499937, satellites +-400.0253 Hz, total weight 6.327e-05
J(PP)= -400.0 Hz: centre weight 0.499937, satellites +-400.0253 Hz, total weight 6.327e-05
triplet spacing = 3.5000 Hz = 0.00875 ppm
centre loss ratio when J(PP) doubles = 3.9996
spacing with sign of J2 reversed = 4.5000 Hz
largest difference from equal-coupling triplet = 1.24e-04 of peak
9+9 protons, J(PP)=400 Hz: centre rms 0.2081 Hz, centre weight 0.4999
   height ratio centre/outer = 1.7172
   large-J estimate of centre rms = 0.2087 Hz
9+9 protons, J(PP)=30 Hz: centre rms 2.0515 Hz, centre weight 0.4926
   height ratio centre/outer = 0.2984
height ratio of ideal 1:2:1 triplet = 1.9520
P shift difference 0.05 ppm = 8.10 Hz: centre splitting 0.1822 Hz
largest nonsecular line shift = 8.583e-08 Hz (estimate 8.508e-08 Hz)
outer-line population imbalance at 298 K = 5.218e-05
```
